# Yukawa Recoil Spectrum and Its Moments in the First Born Approximation

A projectile of mass \(M_1\), charge number \(Z_1\) and speed \(v\) meets a free target atom of mass \(M_2\) and charge number \(Z_2\), initially at rest. The motion is nonrelativistic, the collision is elastic, and the two particles are distinguishable. They interact through the screened Coulomb, or Yukawa, potential

\[
V(r)=\frac{C}{r}e^{-r/a},\qquad C=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0},
\]

where \(a\) is the screening length. Let \(E=M_1v^2/2\) be the projectile energy, \(\mu=M_1M_2/(M_1+M_2)\) the reduced mass, \(k=\mu v/\hbar\) the wave number of the relative motion, and \(\theta\) the scattering angle in the centre-of-mass frame. The recoil energy \(T\) is the kinetic energy of the target atom after the collision, in the laboratory frame. The moments are the cross-section integrals

\[
S_n=\int T^n\,d\sigma ,\qquad n=0,1,2 .
\]

Here \(S_0\) is the total cross section. The averages per collision are \(\langle T\rangle=S_1/S_0\) and \(\langle T^2\rangle=S_2/S_0\).

The first Born approximation replaces the wave inside the scattering region by the incident plane wave. The amplitude is then proportional to the Fourier transform of the potential at the change of wave vector \(\mathbf q\):

\[
f=-\frac{\mu}{2\pi\hbar^2}\int V(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

With the polar axis along \(\mathbf q\) and \(u\) the cosine of the polar angle, \(\int_{-1}^{1}e^{-iqru}du=2\sin(qr)/(qr)\). Hence

\[
\int Ve^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi C}{q}\int_0^\infty e^{-r/a}\sin(qr)\,dr .
\]

The remaining integral is the imaginary part of \(\int_0^\infty e^{-(1/a-iq)r}dr=1/(1/a-iq)\), which is \(q/(q^2+a^{-2})\). The factor \(q\) cancels, and

\[
f=-\frac{2\mu C}{\hbar^2}\,\frac{1}{q^2+a^{-2}} .
\]

The next step expresses \(q\) through the recoil energy. The relative momentum changes by \(\hbar\mathbf q\). Since the total momentum is conserved, the target, which was at rest, acquires a momentum of magnitude \(\hbar q\). In an elastic collision the relative wave vector keeps its length \(k\), so \(q^2=2k^2(1-\cos\theta)\). Therefore

\[
T=\frac{\hbar^2q^2}{2M_2}=\frac{T_m}{2}(1-\cos\theta),
\qquad
T_m=\frac{2\mu^2v^2}{M_2}=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\]

The largest recoil energy \(T_m\) belongs to \(\theta=\pi\). If we define

\[
T_s=\frac{\hbar^2}{2M_2a^2},
\]

the denominator of the amplitude becomes \(q^2+a^{-2}=(2M_2/\hbar^2)(T+T_s)\). Thus \(T_s\) is the recoil energy at \(q=1/a\).

The amplitude does not depend on the azimuth, so the solid angle is \(d\Omega=2\pi\,d(1-\cos\theta)=4\pi\,dT/T_m\). Consequently

\[
\frac{d\sigma}{dT}=\frac{4\pi}{T_m}|f|^2
=\frac{4\pi}{T_m}\,\frac{4\mu^2C^2}{\hbar^4}\,
\frac{\hbar^4}{4M_2^2}\,\frac{1}{(T+T_s)^2}.
\]

Inserting \(T_m=2\mu^2v^2/M_2\) removes \(\mu\), and the spectrum is

\[
\boxed{\frac{d\sigma}{dT}=\frac{B}{(T+T_s)^2},\quad 0\le T\le T_m,\qquad
B=\frac{2\pi C^2}{M_2v^2}=\frac{\pi C^2M_1}{M_2E}}
\]

with zero above \(T_m\). Planck's constant has cancelled from \(B\) and survives in \(T_s\). For \(T\gg T_s\) the law becomes the Rutherford spectrum \(B/T^2\); for \(T\ll T_s\) screening makes it flat.

For the moments put \(u=T+T_s\), which runs from \(T_s\) to \(T_m+T_s\). The total cross section is

\[
S_0=B\left(\frac1{T_s}-\frac1{T_m+T_s}\right)
=\frac{BT_m}{T_s(T_m+T_s)} .
\]

In the first moment \(T/u^2=1/u-T_s/u^2\). The second term integrates to \(T_s[1/T_s-1/(T_m+T_s)]=T_m/(T_m+T_s)\), so

\[
\boxed{S_1=B\left[\ln\left(1+\frac{T_m}{T_s}\right)-\frac{T_m}{T_m+T_s}\right]}.
\]

In the second moment \(T^2/u^2=(u-T_s)^2/u^2=1-2T_s/u+T_s^2/u^2\). The three terms give

\[
\boxed{S_2=B\left[T_m+\frac{T_mT_s}{T_m+T_s}
-2T_s\ln\left(1+\frac{T_m}{T_s}\right)\right]}.
\]

The kinematic cutoff is essential. If \(T_m\) were sent to infinity at fixed \(B\), \(S_1\) would diverge logarithmically and \(S_2\) linearly.

The ratio that controls the limits is \(T_m/T_s=4k^2a^2\). When the wavelength is short compared with the screening length, \(ka\gg1\), and

\[
S_0\simeq\frac{B}{T_s},\qquad
S_1\simeq B\left[\ln\frac{T_m}{T_s}-1\right],\qquad S_2\simeq BT_m .
\]

Each moment is governed by a different part of the spectrum. The number of collisions comes from recoils of order \(T_s\). In the first moment the integrand is \(B/T\) over the wide interval \(T_s\ll T\ll T_m\), so equal ratios of energy contribute equally. In the second moment the integrand is nearly the constant \(B\), so equal intervals of energy contribute equally and the hardest recoils dominate. The leading second moment is also independent of the projectile energy, because

\[
BT_m=\frac{\pi C^2M_1}{M_2E}\,\frac{4M_1M_2E}{(M_1+M_2)^2}
=4\pi C^2\left(\frac{M_1}{M_1+M_2}\right)^2 .
\]

In the opposite limit put \(x=T_m/T_s\ll1\). Expansion of the logarithm and the fractions gives

\[
\ln(1+x)-\frac{x}{1+x}=\frac{x^2}{2}+O(x^3),\qquad
x+\frac{x}{1+x}-2\ln(1+x)=\frac{x^3}{3}+O(x^4).
\]

Hence \(S_0\simeq BT_m/T_s^2\), \(S_1\simeq BT_m^2/(2T_s^2)\) and \(S_2\simeq BT_m^3/(3T_s^2)\). These are the moments of a uniform spectrum of height \(B/T_s^2\): the long wave scatters isotropically, and \(\langle T\rangle=T_m/2\). In this limit the Born approximation requires \(\mu Ca/\hbar^2\ll1\), a condition on the strength of the potential that higher speed does not relax while \(ka\) stays small.

To pass from one collision to energy-loss statistics, take a layer of thickness \(x\) with \(N\) atoms per unit volume, thin enough for \(E\) to be nearly constant. If the collisions are independent, their number \(n\) has a Poisson distribution with mean and variance \(m=NxS_0\). For a given \(n\), the total loss \(W\) has mean \(n\langle T\rangle\) and variance \(n(\langle T^2\rangle-\langle T\rangle^2)\). Averaging over \(n\), and adding the variance of the conditional mean, gives

\[
\operatorname{Var}W=m\left(\langle T^2\rangle-\langle T\rangle^2\right)+m\langle T\rangle^2
=m\langle T^2\rangle=NxS_2 ,
\]

while the mean is \(NxS_1\). The square of the mean recoil cancels because the number of collisions itself fluctuates.

As an example take protons of 250 keV, a target with \(Z_2=3\) and \(M_2=7\) u, \(a=0.030\) nm, \(N=20\) atoms/nm³ and a layer of 100 nm. These are round parameters. With \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm, \(C=3\times1.440=4.320\) eV nm, and

\[
B=\frac{\pi(4.320)^2\times1}{7\times250\,000}
=3.350\times10^{-5}\ \text{eV nm}^2 .
\]

The other two constants are \(T_m=(4\times7/64)\times250=109.4\) keV and \(T_s=3.318\) meV. Thus \(\ln(1+T_m/T_s)=17.311\), and since \(T_s\ll T_m\),

\[
S_1=3.350\times10^{-5}\times16.311=5.464\times10^{-4}\ \text{eV nm}^2,
\]
\[
S_2\simeq3.350\times10^{-5}\times109\,375=3.664\ \text{eV}^2\,\text{nm}^2 .
\]

In the units often used for stopping, \(S_1=5.464\times10^{-18}\) eV cm². The total cross section is \(S_0=1.010\times10^{-2}\) nm².

The layer holds \(Nx=2000\) atoms/nm². The model therefore gives 20.2 collisions per proton, a mean nuclear loss of \(2000S_1=1.09\) eV, and a standard deviation of \(\sqrt{2000S_2}=85.6\) eV. The spread is 78 times the mean. Since the loss cannot be negative, such a distribution is far from Gaussian. Recoils above a rough displacement energy of 25 eV occur \(2.7\times10^{-3}\) times per proton in the layer, yet they carry 51% of the Born value of \(S_1\). Recoils below 25 eV carry 0.02% of \(S_2\). The mean is thus shared between many soft collisions and a few hard ones, whereas the variance belongs almost entirely to rare events.

The validity of these numbers depends on \(\eta=C/(\hbar v)\), which is 0.945 here. This is not small, so the higher Born terms have to be sized. Let \(\delta_l\) be the phase shift of the partial wave \(l\), and write \(f=k^{-1}\sum_l(2l+1)A_lP_l(\cos\theta)\) with \(A_l=e^{i\delta_l}\sin\delta_l\). The recurrence \((2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}\) and the orthogonality of the Legendre polynomials give

\[
\int(1-\cos\theta)|f|^2d\Omega
=\frac{4\pi}{k^2}\sum_l\left[(2l+1)|A_l|^2-2(l+1)\operatorname{Re}(A_lA_{l+1}^*)\right].
\]

Since \(\sum_l l|A_l|^2=\sum_l(l+1)|A_{l+1}|^2\), the bracket can be rearranged into \((l+1)|A_l-A_{l+1}|^2\). From \(A_l=(e^{2i\delta_l}-1)/(2i)\) this squared difference is \(\sin^2(\delta_l-\delta_{l+1})\). Multiplication by \(T_m/2\), together with the identity \(B=\pi T_m\eta^2/k^2\), yields

\[
\frac{S_1}{B}=\frac{2}{\eta^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

The first Born approximation keeps only the lowest order in \(\eta\): each sine is replaced by its argument, and each phase difference by its term linear in \(\eta\). For \(ka\gg1\) and \(ka\gg\eta\), waves with \(l\ll ka\) pass where the potential is nearly Coulombic. The Coulomb phase is \(\arg\Gamma(l+1+i\eta)\), apart from a part common to all these waves, and \(\Gamma(z+1)=z\Gamma(z)\) makes neighbouring phases differ by \(\arctan[\eta/(l+1)]\). The Born value of this difference is \(\eta/(l+1)\). For \(l\gg\eta\) the two agree, so the correction comes from low \(l\), where the Coulomb form applies. With \(n=l+1\) and \(\sin^2\arctan(\eta/n)=\eta^2/(n^2+\eta^2)\), \(S_1/B\) falls below its Born value by

\[
\Delta=2\sum_{n=1}^{\infty}\left(\frac1n-\frac{n}{n^2+\eta^2}\right)
=2\left[\operatorname{Re}\psi(1+i\eta)+\gamma\right],
\]

where \(\psi\) is the digamma function and \(\gamma\) is Euler's constant. The last equality follows from \(\psi(1+z)+\gamma=\sum_n[1/n-1/(n+z)]\) at \(z=i\eta\).

For the example \(\Delta=1.255\), which lowers \(S_1\) by 7.7%, to \(5.04\times10^{-4}\) eV nm². A numerical solution of the radial equation at the same \(\eta\), but with \(ka=80\) instead of 2871, tests this result. Averaged over the two signs of \(C\), which removes a correction odd in \(\eta\) at finite \(ka\), it gives \(S_1/B=7.90\). The Born value is 9.15, so the drop is 1.25. At \(\eta=0.1\) the sign-averaged numerical value, 9.13, lies within 0.3% of the Born value; the repulsive case alone lies 0.5% below the Born value at this \(ka\).

The second moment is much less sensitive, because it comes from hard collisions deep inside the screening cloud, and the Coulomb cross section has the Rutherford form for any \(\eta\). At \(ka=80\) and the example's \(\eta\), the same numerical solution, again averaged over the two signs of \(C\), gives \(S_2/(BT_m)=0.993\), against 0.999 in Born approximation. The repulsive case alone lies about 2% lower at this small \(ka\). Part of the 0.6% difference from the Born value is a numerical error from the start of the radial solution at the origin. With an accurate start the sign-averaged ratio is 0.995 at \(ka=80\) and 0.998 at \(ka=160\), so the remaining difference shrinks as \(ka\) grows.

The total cross section is the least reliable of the three. For \(ka\gg1\) a soft collision at impact parameter \(b\) has the eikonal phase

\[
\delta(b)=-\frac1{2\hbar v}\int_{-\infty}^{\infty}V\,dz=-\eta K_0(b/a),
\]

where \(z\) runs along the path and \(K_0\) is a modified Bessel function. Replacing the sum over \(l\) by an integral over \(b=l/k\) gives \(S_0=8\pi\int_0^\infty b\sin^2\delta(b)\,db\). The Born result replaces \(\sin^2\delta\) by \(\delta^2\). At \(\eta=0.945\) the eikonal value is 0.651 of the Born value, and the partial-wave sum at \(ka=80\), averaged over the two signs of \(C\), gives the same ratio to the digits shown. The repulsive case alone gives 0.648 at \(ka=80\) and 0.650 at \(ka=160\). The 20.2 collisions should therefore be nearer 13, and the spectrum at \(T\sim T_s\) is not quantitatively reliable here.

For heavy ions at ordinary implantation energies \(\eta\) is typically large, and the Born value of \(T_s\) is no longer the appropriate screening energy. For \(1\ll\eta\ll ka\), \(\operatorname{Re}\psi(1+i\eta)\simeq\ln\eta\), and the first moment becomes

\[
S_1\simeq B\left[\ln\frac{T_m}{\eta^2e^{2\gamma}T_s}-1\right],
\qquad
\eta^2T_s=\frac{C^2}{2M_2a^2v^2}.
\]

The effective screening energy no longer contains \(\hbar\), as a classical deflection requires. The condition \(\eta\ll ka\) must be checked before this formula is used, because heavy ions at implantation energies often violate it. For 100 keV arsenic on silicon, \(\eta/(ka)\) is about 0.4 with \(a=0.030\) nm and about 1.0 with \(a=0.012\) nm. In the second case the bracket is negative, which is impossible for a mean energy loss. In the first case it is 1.03, against 1.35 from a numerical integration of the classical deflection, so that integration is needed in both cases. The formula is still 8% too high at \(\eta/(ka)=0.1\) and is within 2% at 0.01. Letting \(\hbar\to0\) in the Born value of \(T_s\) does not give this classical limit, because \(\eta\) then grows without bound.

The target atom in a solid is bound, not free. Let its Hamiltonian be \(H=p^2/(2M_2)+U(\mathbf r)\), and let it start in a bound stationary state of energy \(E_0\). In Born approximation the collision multiplies its state by \(e^{i\mathbf q\cdot\mathbf r}\). Transforming \(H\) with this factor shifts the momentum by \(\hbar\mathbf q\), so that, acting on the initial state,

\[
e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}-E_0
= T+\frac{\hbar\mathbf q\cdot\mathbf p}{M_2},
\qquad T=\frac{\hbar^2q^2}{2M_2}.
\]

The mean momentum of a bound stationary state is zero, so the mean energy transfer at fixed \(q\) is still \(T\). The mean square is the squared norm of the resulting state, \(T^2+2T\langle p_q^2\rangle/M_2\), where \(p_q\) is the momentum component along \(\mathbf q\). If the departure of the energy transfer from \(T\) barely changes the range of \(q\) allowed by energy conservation, and \(\langle p_q^2\rangle\) is the same in all directions, binding leaves \(S_1\) unaltered and adds \(2(\langle p_q^2\rangle/M_2)S_1\) to \(S_2\). With an assumed \(\langle p_q^2\rangle/M_2=0.1\) eV the addition is 0.003% of \(S_2\). The shape of the spectrum is another matter: 96.8% of the Born collisions have \(T<0.1\) eV, where \(T\) labels the momentum transfer and is not the energy actually received in each event.

The parameters lie roughly in the regime of light-ion implantation into lithium niobate, as seen by its lithium atoms. The crystal does not, however, consist of a single target species. If oxygen and niobium are added in their stoichiometric proportions, with the same \(a\) and the same Born formulas, lithium supplies about 4% of the nuclear mean loss and 14% of its variance. The full mean would then be some 25 times the lithium value, and the standard deviation about 2.7 times the lithium value. The first factor is too high, since \(\eta\) is larger for the heavier atoms: with the higher Born terms included for each species, it falls to about 19. This factor remains rough, because the same \(a\) is used for all atoms. The factor for the standard deviation hardly depends on \(a\), since \(S_2\simeq BT_m\). Electronic stopping, taken as a rough 100 eV/nm, exceeds the lithium contribution of 0.011 eV/nm by a factor of about 9000. It removes 4% of the proton energy in the layer, so the constant-energy assumption is acceptable at that level. Electronic collisions also spread the loss. Bohr's free-electron estimate, with 68 electrons per lithium site, gives a standard deviation of about 1.9 keV. This is too high for tightly bound electrons, but it shows that the nuclear spread computed here is not the total energy spread of the beam. Doubling \(a\) at fixed energy raises the Born value of \(S_1\) by 8.5%, and the value with the higher terms by 9.2%. A nuclear hard core of radius 3.5 fm, used to gauge short-range forces, raises \(S_2\) by 2.8%; nuclear resonances are not included. Alignment of the beam with crystal axes would break the independence of the collisions, and its effect has not been estimated. The remaining intermediate values are in the numerical output.

## Calculated quantities

```
proton energy E = 250 keV
charges Z1, Z2 = 1, 3; masses = 1, 7 u
screening length a = 0.030 nm
target density = 20 atoms/nm^3
layer thickness = 100 nm
e^2/(4 pi eps0) = 1.43996 eV nm
C = 4.3199 eV nm
v/c = 0.02317
eta = C/(hbar v) = 0.9449
k a = 2870.9
B = 3.3501e-05 eV nm^2
Ts = 3.3176 meV
Tm = 109.375 keV
Tm/Ts = 3.2968e+07
ln(1+Tm/Ts) = 17.3111
S0 = 1.0098e-02 nm^2
S1 = 5.4644e-04 eV nm^2 = 5.4644e-18 eV cm^2
S2 = 3.6642 eV^2 nm^2 = 3.6642e-14 eV^2 cm^2
S1/B = 16.3111; S2/(B Tm) = 0.999999
mean recoil S1/S0 = 54.11 meV
rms recoil sqrt(S2/S0) = 19.05 eV
nuclear loss rate = 1.0929e-02 eV/nm
collisions in layer (Born) = 20.20
layer mean nuclear loss = 1.093 eV
layer standard deviation = 85.61 eV
standard deviation/mean = 78.3
rough displacement energy = 25 eV
recoils above it per ion in layer = 2.679e-03
share of S1 from above it = 51.4 %
share of S2 from below it = 0.0228 %
higher Born: drop of S1/B = 1.2551
higher Born: S1 corrected = 5.0439e-04 eV nm^2
higher Born: change of S1 = -7.69 %
higher Born: S0 eikonal/Born = 0.6511
partial waves at k a = 80, same eta:
  S1/B = 7.9006, Born 9.1504
  S2/(B Tm) = 0.9928, Born 0.9992
  S0 exact/Born limit = 0.6511
partial waves, eta = 0.1: S1/B = 9.1250
doubling a changes S1 by 8.50 %
assumed <p^2>/M2 of bound atom = 0.1 eV
bound-atom motion adds to S2 = 0.00298 %
collisions with T below 0.1 eV = 96.8 %
hard-core radius = 3.5 fm; phase = -0.0161 rad
hard core changes S2 by 2.80 %
rough electronic stopping = 100 eV/nm
energy lost in layer/E = 4.0 %
electronic/nuclear (this species) = 9.15e+03
Li share of all-site S1 (same a, Born) = 4.1 %
Li share of all-site S2 (same a, Born) = 14.1 %
```
